Path length and projected range for heavy ions in light targets, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one collision to the ratio of ranges

**Q.** I have been given a rule for implanted ions. If nuclear stopping dominates and the target atoms are much lighter than the ion, the path length divided by the projected range is 1 + M2/(3 M1), where M1 is the ion mass and M2 the mass of a target atom. Is that true as it stands?

**A.** It needs one more condition. Nuclear stopping and a small mass ratio do make the ratio equal to one plus a number times M2/M1, for the cross sections considered here. The number itself depends on how the energy transfers are distributed between soft and hard collisions, and on how the stopping power varies with energy. The value 1/3 is not general. It holds, for instance, for the cross section that follows approximately from a repulsive interaction energy falling as the inverse square of the distance.

**Q.** Then define the two lengths first. An ion stops at one point, so why are there two ranges?

**A.** Because its track is bent. The path length is measured along the track, from the starting point to the point of rest. The projected range is the component of the displacement between these points along the initial direction of motion. Both vary from ion to ion, so I take means over many ions of the same initial energy E:

R(E) = mean path length,

Rp(E) = mean projected displacement.

The quantity wanted is R/Rp, a ratio of two means. It is not the mean of the individual ratios.

I assume a random, homogeneous medium with N atoms per unit volume. It has no crystal channels, and it fills all space, so no ion is lost through a surface. The atoms are initially at rest and free to recoil, the collisions are elastic and separate from one another, and the ion is non-relativistic. Energy loss to electrons is left out for now. The ion is followed down to zero energy, which neglects binding and thermal motion at the very end of the track.

**Q.** If the ion is heavy and the atom light, why should the track bend at all?

**A.** A recoiling atom carries away momentum, and some of it is transverse. The conservation laws fix the deflection once the energy transfer T is known. The squared momenta of the ion before the collision, of the ion after it, and of the atom after it are

p0² = 2 M1 E, p1² = 2 M1 (E − T), q² = 2 M2 T.

Momentum conservation says that the vector q is p0 − p1. With φ the angle between p0 and p1 in the laboratory,

q² = p0² + p1² − 2 p0 p1 cosφ.

Insert the three expressions:

2 M2 T = 2 M1 E + 2 M1 (E − T) − 4 M1 √(E(E − T)) cosφ.

Now divide by 2 M1 E and write μ = M2/M1 and t = T/E:

μt = 2 − t − 2 √(1 − t) cosφ.

Solving for the cosine gives

cosφ = [1 − (1 + μ)t/2] / √(1 − t).  (1)

**Q.** How large can t be?

**A.** That is easiest to see in the centre-of-mass frame. If the ion has speed v, the centre of mass moves at M1 v/(M1 + M2) = v/(1 + μ). Seen from there, the atom approaches with this same speed, and an elastic collision turns its velocity through an angle θ without changing its magnitude. The change of the atom's velocity therefore has magnitude 2v sin(θ/2)/(1 + μ). Since the atom was at rest in the laboratory, this is its recoil speed, and

T = ½ M2 · 4v² sin²(θ/2)/(1 + μ)².

Dividing by E = ½ M1 v² gives

t = γ sin²(θ/2), γ = 4μ/(1 + μ)².  (2)

The largest transfer is t = γ, in a head-on collision. For small μ it is close to 4μ, so a heavy ion loses at most a small fraction of its energy in one collision.

**Q.** Where does the inverse-square repulsion enter?

**A.** It determines how often each t occurs. Let the interaction energy be V = A/r², and let b be the impact parameter. For a distant collision the relative motion is nearly a straight line at constant speed v, so r² = b² + z² with z = vτ, where τ is the time. The repulsive force is −dV/dr = 2A/r³. Its transverse component is smaller by the factor b/r, which makes it 2Ab/r⁴. The transverse impulse is

∫ 2Ab/r⁴ dτ = (2Ab/v) ∫ dz/(b² + z²)², z from −∞ to ∞.

With z = b tanψ the integral becomes b⁻³ ∫ cos²ψ dψ from −π/2 to π/2, which is π/(2b³). The impulse is therefore πA/(v b²). Dividing by the relative momentum M_r v, where M_r = M1 M2/(M1 + M2) is the reduced mass, gives the small deflection angle

θ = πA/(M_r v² b²) = πA/(2 E_c b²).

Here E_c = ½ M_r v² is the energy of relative motion. In terms of the ion energy it is E_c = μE/(1 + μ).

**Q.** That holds for small angles. Head-on collisions do not have small angles.

**A.** Correct, and this is where an approximation is made. The angle θ is replaced by 2 sin(θ/2), which agrees with it for small θ and is tied directly to t by (2). Then

b² = πA/[4 E_c sin(θ/2)].

By (2), sin(θ/2) = √(t/γ). Using also E_c = μE/(1 + μ) and √γ = 2√μ/(1 + μ),

b² = πA √γ (1 + μ)/(4μE √t) = πA/(2 √μ E √t).

The cross section for transfers between t and t + dt is the area of a ring, dσ = π |d(b²)|. Since |d(t^(−1/2))| = ½ t^(−3/2) dt,

dσ = (C/E) t^(−3/2) dt, 0 < t < γ, C = π²A/(4√μ).  (3)

In terms of T itself, this is dσ = C E^(−1/2) T^(−3/2) dT.

**Q.** Your formula for b² does not vanish at θ = π, although a head-on collision has b = 0.

**A.** It does not, but subtracting the constant πA/(4E_c) from b² repairs that. The subtraction leaves dσ unchanged, because dσ contains the differential of b², and it does not affect the leading behaviour at large b. What remains is the question of whether the distribution of hard collisions is accurate. That can be settled with the exact deflection function, once it is clear what property of the distribution matters.

**Q.** How do you get from single collisions to mean ranges?

**A.** Let the ion travel a short distance δ. The probability of a collision of type dσ on the way is Nδ dσ. If it happens, the mean path still to come is R(E − T). If no collision happens, it is R(E). To first order in δ,

R(E) = δ + Nδ ∫ dσ R(E − T) + (1 − Nδ ∫ dσ) R(E).

Cancel R(E) on both sides and divide by δ:

N ∫ dσ [R(E) − R(E − T)] = 1.  (4)

For the projected range, the ion first advances by δ along its initial direction. After a collision it moves in a new direction at the angle φ to the old one. The medium looks the same from every direction, so the mean displacement still to come points along the new direction and has length Rp(E − T). Its component along the old direction is cosφ Rp(E − T), whatever the azimuth of the deflection. The same bookkeeping then gives

N ∫ dσ [Rp(E) − cosφ Rp(E − T)] = 1.  (5)

**Q.** The integral of dσ alone diverges at t = 0. You have just multiplied that infinity by δ.

**A.** The remedy is to leave out all collisions below a small cutoff in t, derive (4) and (5) with a finite cross section, and then let the cutoff go to zero. In (4) the bracket vanishes in proportion to t for small t. In (5) it does too, because (1) shows that 1 − cosφ also vanishes at least as fast as t. The integrand then behaves as t^(−3/2) · t = t^(−1/2), which is integrable. Very soft collisions are infinitely numerous in this model, but their total effect on energy and direction is finite.

**Q.** Equations (4) and (5) are integral equations. Do you have to solve them approximately?

**A.** Not for this cross section. In (3) the distribution of t does not depend on E, and the energy enters through the factor 1/E alone. Multiply the initial energy by some number. The same sequence of fractional losses and deflections is then as likely as before, while every mean free path is multiplied by that number. The whole track is therefore magnified in the same proportion, and both ranges must be proportional to E.

Write R = kE. Then R(E) − R(E − T) = kT, and (4) becomes kS = 1, where S is the stopping power, the mean energy loss per unit path:

S = N ∫ T dσ = NC ∫ t^(−1/2) dt = 2NC √γ.

The factor E in T = Et has cancelled the 1/E in dσ, so S is independent of energy and

R = E/S.  (6)

Now write Rp = k′E. Equation (5) becomes

k′ NC ∫ t^(−3/2) [1 − (1 − t) cosφ] dt = 1.

It is convenient to use the abbreviation

⟨f⟩ = ∫ f(t) t^(−3/2) dt, t from 0 to γ.

These are weighted integrals, not normalized averages, and ratios of them are what matters. Since k = 1/(NC⟨t⟩), division of k by k′ gives

R/Rp = ⟨1 − (1 − t) cosφ⟩/⟨t⟩.

The numerator can be split with the identity 1 − (1 − t) cosφ = t + (1 − t)(1 − cosφ). Hence

R/Rp = 1 + ⟨(1 − t)(1 − cosφ)⟩/⟨t⟩.  (7)

No small mass ratio has been used yet. If the ion were never deflected, cosφ would be 1 and the two ranges would be equal, as they should be.

**Q.** For small t, the deflection in (1) gives 1 − cosφ ≈ μt/2. Put into (7), that makes the coefficient 1/2, not 1/3.

**A.** That step drops a term of the same size. Expand the inverse square root in (1):

1/√(1 − t) = 1 + t/2 + 3t²/8 + …

Multiply by 1 − (1 + μ)t/2 and collect powers of t:

cosφ = 1 + [1/2 − (1 + μ)/2] t + [3/8 − (1 + μ)/4] t² + …

The first bracket is −μ/2 and the second is 1/8 − μ/4. Therefore

1 − cosφ = μt/2 − t²/8 + …  (8)

The first term carries an explicit factor μ. The second does not, but t itself reaches about 4μ, so both terms are of order μ². The omitted ones, μt²/4 and those with t³ or higher powers, are of order μ³ or smaller.

A head-on collision shows why the second term cannot be spared. With t = 4μ the two terms are 2μ² and −2μ², and they cancel. This is right, because a heavy ion that hits a light atom head-on continues straight ahead. The first term alone would give it a deflection.

**Q.** Then do the integrals with both terms.

**A.** With the weight t^(−3/2),

⟨t⟩ = ∫ t^(−1/2) dt = 2γ^(1/2),

⟨t²⟩ = ∫ t^(1/2) dt = (2/3)γ^(3/2).

Their ratio is ⟨t²⟩/⟨t⟩ = γ/3, which is 4μ/3 to leading order. The factor 1 − t in (7) differs from 1 by a quantity of order μ and can be replaced by 1 at this order. So

R/Rp − 1 ≈ μ/2 − (1/8)(4μ/3) = μ/2 − μ/6 = μ/3.

The result is

R/Rp ≈ 1 + μ/3 = 1 + M2/(3 M1).  (9)

Numerical integration of (7) at μ = 0.0001, without the expansion (8), gives 0.3333 for (R/Rp − 1)/μ.

**Q.** One thing still puzzles me. The deflections enter as 1 − cosφ, which you say is of order μ². How does the ratio acquire a correction of order μ?

**A.** A substantial collision removes a fraction of the energy of order μ, so the number of them needed to use up most of the energy is of order 1/μ. That many contributions of order μ² add up to order μ. Collisions after most of the energy has been spent add little, however many there are, because the path still to come is proportional to the remaining energy and is by then short.

The accumulation can be followed along the track. Let c be the mean cosine between the current and the initial direction, and let E′ be the current energy. Each collision multiplies the mean cosine by cosφ, so per unit path

dc/dx = −c N ∫ dσ (1 − cosφ) = −c (NC/E′) ⟨1 − cosφ⟩.

To leading order ⟨1 − cosφ⟩ = (μ/3)⟨t⟩, and NC⟨t⟩ = S. Therefore

dc/dx = −(μ/3)(S/E′) c.

Neglecting the spread of energies at a given path length, which is adequate at this order, dE′/dx = −S. Dividing the two rates gives dc/c = (μ/3) dE′/E′, and with c = 1 at the start

c = (E′/E)^(μ/3).

The projected range is the integral of c over the path, with dx = −dE′/S:

Rp = (1/S) ∫ (E′/E)^(μ/3) dE′ = (E/S)/(1 + μ/3), E′ from 0 to E.

This is (9) again. It also shows where the direction is lost. The mean cosine stays near 1 over most of the track and falls off when the ion has spent nearly all its energy.

## Part 2. How far the rule reaches

The symbols carried over are these. M1 and M2 are the masses of ion and target atom, and μ = M2/M1. An ion of energy E transfers the fraction t = T/E in a collision, with 0 < t < γ and γ = 4μ/(1 + μ)², and is deflected by the laboratory angle φ. The cross section is dσ = (C/E) t^(−3/2) dt, N is the density of atoms, and ⟨f⟩ is the integral of f(t) t^(−3/2) from 0 to γ. The stopping power S = NC⟨t⟩ is constant, and the mean path length is R = E/S. With Rp the mean projected range, the results needed are

cosφ = [1 − (1 + μ)t/2]/√(1 − t),

1 − cosφ ≈ μt/2 − t²/8 for small μ,

R/Rp = ⟨1 − (1 − t) cosφ⟩/⟨t⟩ ≈ 1 + μ/3.

**Q.** You have a leading term. How small must μ be before I can use it?

For the cross section (3), extrapolated from inverse-square repulsion, the ratio of mean path length to mean projected range is 1 + μ/3 to leading order in μ. It remains to find how small μ must be, and how other cross sections and electronic stopping change the result.
